\section*{The diamond sp3 Hamiltonian at L: symmetry, parity and bond scaling}

\section*{The problem}

The diamond lattice has two identical atoms per primitive cell. Atoms A sit at the lattice vectors $\mathbf R$ and atoms C at $\mathbf R+\mathbf d_1$. The four neighbours of an A atom are displaced from it by
\begin{align*}
\mathbf d_1&=\tfrac a4(1,1,1), & \mathbf d_2&=\tfrac a4(1,-1,-1),\\
\mathbf d_3&=\tfrac a4(-1,1,-1), & \mathbf d_4&=\tfrac a4(-1,-1,1),
\end{align*}
where $a$ is the cubic edge. Each atom carries one $s$ orbital of energy $E_s$ and three $p$ orbitals of energy $E_p$. The orbitals are taken as orthogonal, spin is left out, and only nearest neighbours are coupled.

For a bond with unit vector $\mathbf n$ from A to C, the two-centre couplings are
\begin{align}
\langle s_A|H|s_C\rangle&=V_{ss\sigma},\qquad
\langle s_A|H|p_{i,C}\rangle=n_iV_{sp\sigma},\nonumber\\
\langle p_{i,A}|H|s_C\rangle&=-n_iV_{sp\sigma},\nonumber\\
\langle p_{i,A}|H|p_{j,C}\rangle&=V_{pp\pi}\delta_{ij}+D\,n_in_j,\qquad D=V_{pp\sigma}-V_{pp\pi}.
\label{bond}
\end{align}
The two $s$-$p$ couplings differ in sign because a $p$ lobe along $+\mathbf n$ points towards the other atom when it sits on A, and away from it when it sits on C. The usual lattice parameters are
\begin{align}
V_{ss}&=4V_{ss\sigma}, & V_{sp}&=\tfrac{4}{\sqrt3}V_{sp\sigma},\nonumber\\
V_{xx}&=\tfrac43(V_{pp\sigma}+2V_{pp\pi}), & V_{xy}&=\tfrac43(V_{pp\sigma}-V_{pp\pi}).
\label{sums}
\end{align}
The task is to find the eight levels at the zone-boundary point L, $\mathbf k=(\pi/a)(1,1,1)$, and to see how they respond to a change of bond length.

\section*{(a) Couplings between the Bloch sums}

\textbf{Question.} Show that at L the matrix between the A and C orbitals can be made real, and find its elements.

\textbf{Solution.} Give each orbital in a Bloch sum the phase $e^{i\mathbf k\cdot\mathbf r}$ of its own atomic position $\mathbf r$. The element between sublattices is then the sum of the four bond couplings, each multiplied by $e^{i\mathbf k\cdot\mathbf d_j}$. At L,
\[
\mathbf k\cdot\mathbf d_1=\tfrac{3\pi}4,\qquad
\mathbf k\cdot\mathbf d_2=\mathbf k\cdot\mathbf d_3=\mathbf k\cdot\mathbf d_4=-\tfrac\pi4 .
\]
Since $e^{3i\pi/4}=-e^{-i\pi/4}$, all four phases have the form
\begin{equation}
e^{i\mathbf k\cdot\mathbf d_j}=\eta_j e^{-i\pi/4},\qquad
(\eta_1,\eta_2,\eta_3,\eta_4)=(-1,1,1,1).
\label{eta}
\end{equation}
Multiplying every C Bloch sum by $e^{i\pi/4}$ removes the common factor and leaves the energies unchanged. From here on, C denotes these rephased sums. The bond along $[111]$ enters with a minus sign and the three oblique bonds with a plus sign.

The $s$-$s$ coupling is $(-1+1+1+1)V_{ss\sigma}=2V_{ss\sigma}=V_{ss}/2$. For $s_A$ and $p_{x,C}$ the direction cosines are $(1,1,-1,-1)/\sqrt3$, so
\[
\langle s_A|H|p_{x,C}\rangle=\frac{V_{sp\sigma}}{\sqrt3}(-1+1-1-1)
=-\frac{2V_{sp\sigma}}{\sqrt3}=-\frac{V_{sp}}2 .
\]
The reversed coupling $\langle p_{x,A}|H|s_C\rangle$ is $+V_{sp}/2$. The $y$ and $z$ components are equal to these by cyclic permutation of the axes.

For the $p$ orbitals, $n_x^2=1/3$ on every bond, while $3n_xn_y=(1,-1,-1,1)$ on the four bonds. Hence
\begin{align*}
\langle p_{x,A}|H|p_{x,C}\rangle&=2\left(V_{pp\pi}+\tfrac13D\right)
=\tfrac23(V_{pp\sigma}+2V_{pp\pi})=\tfrac12V_{xx},\\
\langle p_{x,A}|H|p_{y,C}\rangle&=\tfrac13D(-1-1-1+1)=-\tfrac23D=-\tfrac12V_{xy}.
\end{align*}
With $J$ the $3\times3$ matrix whose entries are all 1, the $p$-$p$ block is
\begin{equation}
M=\tfrac12(V_{xx}+V_{xy})\,\mathbf 1-\tfrac12V_{xy}J .
\label{M}
\end{equation}
On the diagonal this gives $V_{xx}/2$, and off it $-V_{xy}/2$, as required.

\section*{(b) The levels that contain no $s$ orbital}

\textbf{Question.} Which $p$ combinations decouple from $s$, and what are their energies? What protects their degeneracy?

\textbf{Solution.} Choose $p$ directions along and across $[111]$:
\[
\boldsymbol\ell=\frac{(1,1,1)}{\sqrt3},\qquad
\mathbf u_1=\frac{(1,-1,0)}{\sqrt2},\qquad
\mathbf u_2=\frac{(1,1,-2)}{\sqrt6}.
\]
The coupling of $s$ to a $p$ orbital along $\mathbf u$ is $\mp\frac12V_{sp}(u_x+u_y+u_z)$, which vanishes for both transverse vectors. For the same reason $J\mathbf u=0$, so $M\mathbf u=T\mathbf u$ with
\begin{equation}
T=\frac{V_{xx}+V_{xy}}2=\frac{4V_{pp\sigma}+2V_{pp\pi}}3 .
\label{T}
\end{equation}
Each transverse direction therefore gives its own $2\times2$ problem between the two atoms:
\begin{equation}
\begin{pmatrix}E_p&T\\T&E_p\end{pmatrix}
\quad\Rightarrow\quad
E=E_p\pm\frac{V_{xx}+V_{xy}}2 .
\label{doublets}
\end{equation}
There are two transverse directions, so each energy occurs twice. If $T=0$, the two doublets merge into a fourfold level.

The degeneracy comes from the threefold axis together with the mirror planes that contain it. At a general point of the axis, the rotation alone would allow the combinations $\mathbf u_1\pm i\mathbf u_2$ to have different energies, but a mirror exchanges them. Diamond has a second protection. Inversion combined with time reversal leaves every $\mathbf k$ unchanged, and without spin it also exchanges the two combinations, all along the axis. At L time reversal alone is enough, because $\mathbf k$ and $-\mathbf k$ are equivalent there. To see the role of the axis within the model, take any $\mathbf k$ along $[111]$. The oblique bonds then share one phase factor $f_2$, and the $[111]$ bond has another, $f_1$. Because $\sum_j\mathbf n_j=0$ and $\sum_j\mathbf n_j\mathbf n_j^{T}=\frac43\mathbf 1$,
\begin{align*}
\sum_j f_j\mathbf n_j&=(f_1-f_2)\boldsymbol\ell,\\
\sum_j f_j\mathbf n_j\mathbf n_j^{T}&=\tfrac43f_2\mathbf 1+(f_1-f_2)\boldsymbol\ell\boldsymbol\ell^{T}.
\end{align*}
The $s$ orbitals still meet only the longitudinal $p$ orbital, and the two transverse directions remain equivalent. Off the axis the two directions are in general no longer equivalent and the levels split, although they can still cross along particular lines in the mirror planes. For the parameters of part (e), the lower doublet splits by 0.051 eV at $\mathbf k=(2\pi/a)(0.55,0.45,0.50)$.

\section*{(c) Parity and the remaining four orbitals}

\textbf{Question.} Use inversion symmetry to separate the problem formed by $s_A$, $s_C$, $\ell_A$ and $\ell_C$. Does the parity label depend on the inversion centre?

\textbf{Solution.} The longitudinal vector satisfies $J\boldsymbol\ell=3\boldsymbol\ell$. The remaining couplings are therefore
\begin{align}
\langle\ell_A|H|\ell_C\rangle&=\tfrac12(V_{xx}+V_{xy})-\tfrac32V_{xy}
=\tfrac12V_{xx}-V_{xy}\equiv W,\nonumber\\
\langle s_A|H|\ell_C\rangle&=-\tfrac{\sqrt3}2V_{sp},\qquad
\langle\ell_A|H|s_C\rangle=+\tfrac{\sqrt3}2V_{sp}.
\label{four}
\end{align}

Let $I_j$ be inversion about the midpoint $\mathbf d_j/2$ of bond $j$. It takes an A orbital at $\mathbf R$ to the C site $\mathbf r=\mathbf d_j-\mathbf R$. The orbital keeps its coefficient $e^{i\mathbf k\cdot\mathbf R}$, which in terms of the new site is
\[
e^{i\mathbf k\cdot\mathbf R}=e^{i\mathbf k\cdot\mathbf d_j}e^{-i\mathbf k\cdot\mathbf r}
=e^{i\mathbf k\cdot\mathbf d_j}e^{-2i\mathbf k\cdot\mathbf r}e^{i\mathbf k\cdot\mathbf r}.
\]
At L, $2\mathbf k$ is a reciprocal-lattice vector, so $e^{-2i\mathbf k\cdot\mathbf r}$ has the same value on all C sites, namely $e^{-2i\mathbf k\cdot\mathbf d_1}=e^{-3i\pi/2}=i$. With equation (\ref{eta}) the total factor is $i\,\eta_je^{-i\pi/4}=\eta_je^{i\pi/4}$, and $e^{i\pi/4}$ is the phase already absorbed in the C sums. A $p$ orbital also changes sign under inversion. Thus
\begin{equation}
I_j|s_A\rangle=\eta_j|s_C\rangle,\qquad I_j|p_A\rangle=-\eta_j|p_C\rangle,
\label{inv}
\end{equation}
and $I_j^2=1$ gives the action on C. For $\sigma=\pm1$ define
\begin{equation}
|S_\sigma\rangle=\frac{|s_A\rangle+\sigma|s_C\rangle}{\sqrt2},\qquad
|P_\sigma\rangle=\frac{|\ell_A\rangle-\sigma|\ell_C\rangle}{\sqrt2}.
\label{SP}
\end{equation}
Both have parity $\eta_j\sigma$. For $P_\sigma$, for example,
\[
I_j|P_\sigma\rangle=\frac{-\eta_j|\ell_C\rangle+\sigma\eta_j|\ell_A\rangle}{\sqrt2}
=\eta_j\sigma|P_\sigma\rangle .
\]
The parity is $-\sigma$ about the centre of a $[111]$ bond and $+\sigma$ about the centre of an oblique bond. The label depends on the centre; the separation into two classes does not.

The diagonal elements are $E_s+\sigma V_{ss}/2$ and $E_p-\sigma W$. The mixing between $S_\sigma$ and $P_{\sigma'}$ is
\begin{align*}
\langle S_\sigma|H|P_{\sigma'}\rangle
&=\tfrac12\left[-\sigma'\langle s_A|H|\ell_C\rangle+\sigma\langle s_C|H|\ell_A\rangle\right]\\
&=\frac{\sqrt3V_{sp}}4(\sigma'+\sigma).
\end{align*}
It vanishes for $\sigma'=-\sigma$, as parity demands, and equals $\sigma\sqrt3V_{sp}/2$ for $\sigma'=\sigma$. The four-orbital problem therefore splits into
\begin{equation}
h_\sigma=\begin{pmatrix}
E_s+\dfrac{\sigma V_{ss}}2 & \dfrac{\sigma\sqrt3V_{sp}}2\\[2mm]
\dfrac{\sigma\sqrt3V_{sp}}2 & E_p-\sigma\left(\dfrac{V_{xx}}2-V_{xy}\right)
\end{pmatrix},\qquad\sigma=\pm1 .
\label{block}
\end{equation}
The transverse states $(u_A-\sigma u_C)/\sqrt2$ follow the same parity rule and have energy $E_p-\sigma T$.

If the two atoms differ, as in zinc blende, inversion is lost and the two blocks couple. The transverse levels remain twofold because the threefold axis and its mirror planes survive. With $p$ energies $E_p^A$ and $E_p^C$, the $2\times2$ problem gives
\[
E=\tfrac12(E_p^A+E_p^C)\pm\sqrt{\tfrac14(E_p^A-E_p^C)^2+T^2}.
\]

\section*{(d) Energies and orbital character}

\textbf{Question.} Find the four mixed levels and the $s$ weight of each.

\textbf{Solution.} Write $\alpha_\sigma$ and $\beta_\sigma$ for the upper and lower diagonal entries of $h_\sigma$, and $c^2=3V_{sp}^2/4$. The condition $(E-\alpha_\sigma)(E-\beta_\sigma)=c^2$ gives
\begin{equation}
E=\frac{\alpha_\sigma+\beta_\sigma}2\pm
\sqrt{\left(\frac{\alpha_\sigma-\beta_\sigma}2\right)^2+\frac34V_{sp}^2}.
\label{roots}
\end{equation}
If the eigenvector has amplitudes $(x,y)$ on $(S_\sigma,P_\sigma)$, the first row of the eigenvalue equation gives $(E-\alpha_\sigma)x=\sigma cy$, with $c=\sqrt3V_{sp}/2$. Therefore $y^2/x^2=(E-\alpha_\sigma)^2/c^2$, and the $s$ weight is
\begin{equation}
w=\frac{x^2}{x^2+y^2}=\frac{c^2}{c^2+(E-\alpha_\sigma)^2}.
\label{weight}
\end{equation}

For $V_{sp}\to0$ the roots become the pure levels $\alpha_\sigma$ and $\beta_\sigma$. If instead $\alpha_\sigma=\beta_\sigma$, both states are half $s$ and half $p$, and they are separated by $\sqrt3|V_{sp}|$, the smallest separation possible within a block at given $V_{sp}$. Levels from different blocks may cross, since no coupling joins them.

As a test, the full $8\times8$ matrix was diagonalised for 200 random sets of $E_s$, $E_p$ and the four bond couplings. The largest difference from equations (\ref{doublets}) and (\ref{roots}) was $2.5\times10^{-14}$ eV.

\section*{(e) A numerical case}

\textbf{Question.} Evaluate the levels for a bond length $d=0.235$ nm, $E_s=-7.0$ eV and $E_p=0$. Take Harrison's form $V=\eta\hbar^2/(md^2)$, with $m$ the free-electron mass and rounded coefficients $\eta=-1.3,\ 1.4,\ 2.2,\ -0.6$ for $ss\sigma$, $sp\sigma$, $pp\sigma$ and $pp\pi$.

\textbf{Solution.} The energy unit is $\hbar^2/(md^2)=1.380$ eV. The bond couplings are $-1.794$, $1.932$, $3.036$ and $-0.828$ eV, and equation (\ref{sums}) gives
\[
(V_{ss},V_{sp},V_{xx},V_{xy})=(-7.175,\ 4.461,\ 1.840,\ 5.151)\ \text{eV}.
\]
Thus $T=(1.840+5.151)/2=3.496$ eV, and the doublets lie at $\mp3.496$ eV. Also $W=0.920-5.151=-4.231$ eV and $c=3.863$ eV.

For $\sigma=+1$ the diagonal entries are $-10.587$ and $4.231$ eV:
\[
E=-3.178\pm\sqrt{7.409^2+3.863^2}=-11.534,\ 5.178\ \text{eV}.
\]
For $\sigma=-1$ they are $-3.413$ and $-4.231$ eV:
\[
E=-3.822\pm\sqrt{0.409^2+3.863^2}=-7.707,\ 0.063\ \text{eV}.
\]

Eight valence electrons per cell fill the four lowest levels, $-11.534$, $-7.707$ and the doublet at $-3.496$ eV. The direct gap at L is $0.063+3.496=3.559$ eV. The lowest level is 94\% $s$, because its block has widely separated diagonal entries. In the other block the entries differ by only 0.82 eV, much less than the coupling, so the states at $-7.707$ and $0.063$ eV have $s$ weights of 45\% and 55\%.

A periodic cluster of sixteen atoms, with inversion applied explicitly to its orbitals, confirms the parities. About a $[111]$ bond centre, the levels $-11.534$, $-3.496$ (twice) and $5.178$ eV are odd, and the other four are even. About an oblique bond centre the labels are exchanged.

At the zone centre all phases are 1. The $s$-$p$ sums vanish and the $p$ levels are $E_p\pm V_{xx}$, so the valence edge there is at $-1.840$ eV. The edge at L lies lower by
\[
T-V_{xx}=\tfrac12(V_{xy}-V_{xx})=1.656\ \text{eV}.
\]

\section*{(f) Changing the bond length}

\textbf{Question.} All bonds are stretched equally, with $E_s$, $E_p$ and the bond angles held fixed. How do the levels move? Which separations follow $d^{-2}$?

\textbf{Solution.} Write $H=H_0+H_1$, where $H_0$ holds the orbital energies and $H_1\propto d^{-2}$ the couplings. Then $dH/d\ln d=-2H_1$. For a normalised eigenstate, the terms from the change of the state itself cancel, so
\begin{equation}
\frac{dE}{d\ln d}=-2\langle H_1\rangle
=-2\left[E-wE_s-(1-w)E_p\right].
\label{slope}
\end{equation}
For the doublets $w=0$, and the slope is $-2(E-E_p)$. Their separation $2T$ scales as $d^{-2}$. The mixed levels follow no single power, because $E_s-E_p$ stays fixed under the square root in equation (\ref{roots}) while the couplings change.

For the lowest level, $-2[-11.534+0.943\times7.0]\approx9.9$ eV. A 1\% longer bond raises it by about 0.099 eV. The valence doublet rises by 0.070 eV and the lowest conduction level falls by 0.079 eV, so the gap at L shrinks by about 0.15 eV to linear order.

In the formal limit of weak coupling, with $E_s\ne E_p$, the $s$-like levels tend to $E_s+\sigma V_{ss}/2$. The leading correction, $\tfrac34V_{sp}^2/(E_s-E_p)$, falls as $d^{-4}$. In the opposite formal limit $E_s-E_p$ becomes negligible, and all eight levels measured from $E_p$ scale as $d^{-2}$. Neither limit should be read as a description of a real crystal far from its equilibrium bond length, where the assumed power law is not justified.

\section*{(g) What the model leaves out}

\textbf{Question.} Which conclusions survive an excited $s$ orbital, second neighbours, spin-orbit coupling and bond vibration, and how large are the shifts in the case of part (e)?

\textbf{Solution.} An excited $s$ orbital has the same symmetry as $s$, so it cannot couple to the transverse states. Place it at 7.0 eV, with a bond coupling to $p$ of 1.932 eV and no coupling to other $s$ orbitals. The doublets stay put, but each mixed block becomes $3\times3$. The level at 0.063 eV falls to $-0.690$ eV, and the one at 5.178 eV to 2.251 eV. The gap at L becomes 2.81 eV. Of the original levels, the unoccupied mixed ones are moved most by this orbital.

Second neighbours join atoms of the same sublattice. Their couplings are taken here in the two-centre form of equation (\ref{bond}); the symmetry of diamond also allows further terms, such as an $s$-$p$ coupling across the joining vector, which the sums below leave out. Six of the twelve vectors are perpendicular to $[111]$ and have phase $+1$; the other six have phase $-1$. The $s$-$s$ terms cancel between these groups, and the $s$-$p$ terms cancel between opposite vectors. For a transverse $p$ orbital the squared direction cosines sum to 3 in the first group and 1 in the second. For the longitudinal orbital they sum to 0 and 4. With second-neighbour anisotropy $D'=V'_{pp\sigma}-V'_{pp\pi}$, the shifts are
\begin{equation}
\delta E_p^{\perp}=2D',\qquad \delta E_p^{\parallel}=-4D'.
\label{second}
\end{equation}
The block structure and the doublet separation $2T$ survive, but the doublets are no longer centred on $E_p$. If the couplings are one tenth of the nearest-neighbour ones, the shifts are $0.773$ and $-1.545$ eV, and the gap at L drops to 2.17 eV. At the zone centre the same choice moves the antibonding $s$ level by $12\times0.1\,V_{ss\sigma}=-2.15$ eV, from $0.175$ to $-1.98$ eV. This is below the bonding $p$ level, which moves to $-1.29$ eV, so the model crystal as a whole no longer has a gap. The case shows only the size of the shifts at L. Extending the $d^{-2}$ law to second neighbours would give a fraction $3/8$ and a transverse shift of 2.9 eV, comparable with $T$ itself. The nearest-neighbour cutoff is therefore part of the parametrisation, and the law should not be carried past it.

Spin-orbit coupling $\lambda\,\mathbf L\cdot\mathbf S$ splits a free $p$ shell by $3\lambda/2$. The transverse orbitals carry angular momentum $\pm\hbar$ along $[111]$, so to first order each doublet splits by $\lambda$, two thirds of the free-shell value. For a rough 0.04 eV in the free shell, diagonalisation gives 0.027 eV.

For vibration, take one harmonic mode of the two-atom relative motion along a bond, with rough values of 0.06 eV for its quantum and 28 u for the atomic mass. At 300 K the rms bond-length change is 2.3\%. If all four bonds changed length together by this amount, with their directions fixed, averaging $d^{-2}$ would raise $T$ by only 0.006 eV. A real relative motion stretches the bonds unequally and also turns them, so neither the size nor the sign of this small average should be relied on. A single $pp\sigma$ coupling fluctuates by 0.14 eV rms. This measures the disorder in the couplings; it is not a full electron-phonon shift.

The parameters are in the rough regime of silicon: the bond length is close to the real one, and the coefficients are rounded from Harrison's universal set. In silicon the valence edge at L lies roughly 1.2 eV below that at the zone centre, against 1.66 eV here. The lowest conduction level at L is roughly 2 eV above the valence maximum, against 1.90 eV here. The first model value is thus clearly too large, and the closeness of the second carries little weight, since the omitted couplings can move the levels by most of an electronvolt or more. The real conduction minimum lies near X, whereas among the zone centre, L and X the model has its lowest conduction level at L, so these numbers do not give silicon's fundamental gap. The empty levels are poor in other ways too. At the zone centre the model puts the antibonding $s$ level 2.0 eV above the valence maximum, below the antibonding $p$ level at 3.7 eV; in silicon the order is reversed, with $p$ at roughly 3.4 eV and $s$ at roughly 4 eV. The closing of the gap in the second-neighbour example starts from this too-low $s$ level. The upper doublet at L lies 5.3 eV above the valence maximum here, against roughly 4 eV in silicon. Orbital overlap is also neglected, and its effect has not been estimated. The levels at L for each case are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
largest error, 200 random parameter sets: 2.5e-14 eV
bond length d: 0.235 nm
Es, Ep: -7.0 0.0 eV
coefficients ss, sp, pp-sigma, pp-pi: -1.3 1.4 2.2 -0.6 (no unit)
hbar^2/(m d^2): 1.380 eV
bond couplings ss, sp, pp-sigma, pp-pi: -1.794 1.932 3.036 -0.828 eV
Vss, Vsp, Vxx, Vxy: -7.175 4.461 1.840 5.151 eV
transverse coupling T=(Vxx+Vxy)/2: 3.496 eV
longitudinal coupling Vxx/2-Vxy: -4.231 eV
block sigma=+1: s entry, p entry, off-diagonal: -10.587 4.231 3.863 eV
block sigma=-1: s entry, p entry, off-diagonal: -3.413 -4.231 -3.863 eV
eight levels at L, derived: -11.534 -7.707 -3.496 -3.496 0.063 3.496 3.496 5.178 eV
eight levels at L, diagonalized: -11.534 -7.707 -3.496 -3.496 0.063 3.496 3.496 5.178 eV
sigma of each level: 1 -1 1 1 -1 -1 -1 1 (no unit)
s weight of each level: 0.943 0.447 0.000 0.000 0.553 0.000 0.000 0.057 (no unit)
parity +1 about [111] bond centre: -7.707 0.063 3.496 3.496 eV
parity -1 about [111] bond centre: -11.534 -3.496 -3.496 5.178 eV
parity +1 about oblique bond centre: -11.534 -3.496 -3.496 5.178 eV
parity -1 about oblique bond centre: -7.707 0.063 3.496 3.496 eV
dE/d ln(d) of each level: 9.862 9.152 6.991 6.991 -7.864 -6.991 -6.991 -11.149 eV
level change for 1% longer bonds, linear: 0.099 0.092 0.070 0.070 -0.079 -0.070 -0.070 -0.111 eV
direct gap at L: 3.559 eV
valence edge at Gamma: -1.840 eV
valence edge at L minus that at Gamma: -1.656 eV
off-axis k: 0.55 0.45 0.50 2pi/a
splitting of lower doublet at off-axis k: 0.051 eV
excited s: energy, coupling to p: 7.000 1.932 eV
ten levels with excited s: -11.582 -8.277 -3.496 -3.496 -0.690 2.251 3.496 3.496 8.323 9.975 eV
shift of fifth level by excited s: -0.753 eV
second-neighbour fraction assumed: 0.10 (no unit)
its shift of transverse, longitudinal p: 0.773 -1.545 eV
eight levels with second neighbours: -11.630 -8.635 -2.723 -2.723 -0.554 3.729 4.268 4.268 eV
fraction if d^-2 law is stretched: 0.375 (no unit)
transverse shift at that fraction: 2.898 eV
spin-orbit splitting of free p shell, rough input: 0.040 eV
spin-orbit splitting of lower doublet at L: 0.0267 eV
vibration: temperature: 300 K
vibration: mode energy, rough input: 0.06 eV
vibration: atomic mass, rough input: 28 u
rms relative bond-length change: 2.34 %
mean change of T by vibration: 0.0058 eV
rms change of one pp-sigma coupling: 0.142 eV
\end{verbatim}
